\section*{Active learning of an oxide potential with an independent barrier audit}

\section{Four cells to learn, 971 calls to check}

An interatomic potential for a model oxide was trained on four labelled cells. Deciding whether its oxygen-hop barriers could be accepted took another 971 evaluations of the reference energy and gradient, which is 99.6\% of the total. The potential also supplied its own error estimate, at no reference cost. Why was that estimate not used to decide when to stop?

The estimate and the audit answer different questions. Posterior variance says which coefficients the data have left undetermined, \emph{assuming} that the functional form and the error scales are right. An audit measures the error of the barrier itself. A two-coefficient example shows both roles.

\section{A calculation by hand}

Let an energy, in arbitrary units, be $E=\phi\cdot\theta$, with known features $\phi=(\phi_1,\phi_2)$ and unknown coefficients $\theta=(\theta_1,\theta_2)$. Take independent Gaussian priors of mean zero and variance one, and labels with unit error variance. The initial inverse covariance, or precision, is $\Lambda=I$. A label at $\phi=a$ adds $aa^{T}$ to it, as derived below.

Three structures are on offer:
\[
a=(3,0),\qquad b=(2.9,0),\qquad c=(0,2).
\]
Before labelling, the predicted energy variances are $9$, $8.41$ and $4$. Choosing the two most uncertain structures gives $a$ and $b$, which are almost copies.

Measure information by half the increase in $\ln\det\Lambda$. The separate gains are
\[
g_a=\tfrac12\ln10=1.151,\quad
g_b=\tfrac12\ln9.41=1.121,\quad
g_c=\tfrac12\ln5=0.805 .
\]
Pick $a$ first. The precision becomes $\mathrm{diag}(10,1)$, and the remaining gains are
\[
g_{b|a}=\tfrac12\ln\frac{18.41}{10}=0.305,\qquad
g_{c|a}=\tfrac12\ln\frac{50}{10}=0.805 .
\]
Now $c$ wins. No separate distance between structures was needed: updating the precision made the near-copy unattractive.

Suppose the barrier is $B=\theta_2$ and the true coefficients are $(1,2)$. Labels at $a$ and $c$ are $3$ and $4$, so
\[
\theta=\begin{pmatrix}10&0\\0&5\end{pmatrix}^{-1}
\begin{pmatrix}3\cdot3\\2\cdot4\end{pmatrix}
=\begin{pmatrix}0.9\\1.6\end{pmatrix}.
\]
The barrier error is $-0.4$ and its posterior deviation is $1/\sqrt5=0.45$. With $a$ and $b$ instead, $\theta_2$ stays at its prior mean: the error is $-2$ and the deviation is still $1$.

\subsection*{When certainty is misplaced}

Now let the truth be $E=x^2$, while the model is $E=\theta x$. Label $x=1$ a total of $m$ times, again with unit prior and error variances. Every label is $1$, hence
\[
\theta=\frac{m}{1+m},\qquad \mathrm{var}\,\theta=\frac1{1+m}.
\]
At $x=2$ the prediction tends to $2$, the true value is $4$, and the predicted deviation $2/\sqrt{1+m}$ tends to zero. More data make the model certain of a wrong answer, because its variance contains no term for the missing curvature. Variance can therefore guide the search for data, but a stopping decision needs measured errors.

\section{The stopping rule}

Let $P$ be the distribution of conditions in which the potential will be used. For a fixed potential, let $q$ be the probability under $P$ that its absolute barrier error exceeds a target $\tau$. Call the potential bad if $q>p$. An audit draws $n$ independent conditions from $P$ and passes if all $n$ errors are at most $\tau$. At most $K$ audits are allowed, each with fresh draws.

When audit $k$ begins, the past has fixed the potential and its failure probability $q_k$. The new draws are independent of that past, so
\[
\Pr(\text{pass}\mid\text{past})=(1-q_k)^n .
\]
If the potential is bad, this is less than $(1-p)^n$. Accepting a bad potential must happen at one of the $K$ audits, and the probability of a union is at most the sum of the probabilities:
\[
\Pr(\text{a bad potential is accepted})\le K(1-p)^n .
\]
To keep the right side at or below a chosen risk $\alpha$, require $n\ln(1-p)\le\ln(\alpha/K)$. Since $\ln(1-p)$ is negative, division reverses the inequality:
\begin{equation}
n\ge\frac{\ln(\alpha/K)}{\ln(1-p)} .
\label{eq:n}
\end{equation}

For $p=\alpha=0.10$ and $K=5$,
\[
n\ge\frac{\ln0.02}{\ln0.90}=\frac{-3.912}{-0.1054}=37.1,
\]
so 38 barriers are needed. An audit may end at its first failure, because the remaining draws could not change the verdict.

A single audit would need only 22 barriers at the same risk. Using that size five times is unsafe: at $q=p$ the chance of at least one pass is $1-(1-0.9^{22})^5\approx0.40$. With 38 barriers it is $0.088$. Simulated campaigns gave $0.404$ and $0.088$.

For small $p$, $\ln(1-p)\approx-p$ and $n\approx\ln(K/\alpha)/p$. Halving the tolerated failure fraction roughly doubles the audit, while allowing more rounds enlarges each audit only logarithmically. The largest possible campaign, $Kn$ barriers, still grows slightly faster than $K$. There is also a price for good potentials: one with $q=0.01$ passes 38 trials with probability $0.99^{38}=0.68$. The rule controls false acceptance, not false rejection.

The risk $\alpha$ refers to the whole campaign before it is run. It is not the probability that a particular accepted potential is bad, which would require a prior for $q$. The proof also fails if audit conditions are reused after influencing training, if $\tau$ is changed after seeing the errors, or if use departs from $P$.

\section{The oxide and its barrier}

The reference is a classical model standing in for an electronic-structure calculation. It omits long-range Coulomb forces, charge states and electronic error. Energies are in eV and lengths in \AA. A periodic rock-salt cell of side $4d$, with $d=2.10$, contains 32 cations M and 31 oxygens. The spacing $d$ is a chosen origin for strain, close to but not exactly the stress-free spacing of the model. The energy of the cell is
\begin{equation}
E_{\rm ref}=\sum_{i<j}V_{ij}(r_{ij})f(r_{ij})
-2.0\sum_{i\in M}\sqrt{\rho_i/6},
\end{equation}
with $f(r)=[1-(r/r_c)^4]^2$ below $r_c=3.90$ and zero beyond. The pair terms and the density are
\begin{align*}
V_{MO}&=1.2\left[e^{-3.6(r-2)}-2e^{-1.8(r-2)}\right],\\
V_{OO}&=0.30\,e^{-(r-3)/0.4},\qquad
V_{MM}=0.20\,e^{-(r-3)/0.4},\\
\rho_i&=\sum_{j\in O}e^{-(r_{ij}-2.1)/0.5}f(r_{ij}).
\end{align*}

An oxygen hops from $(1,1,0)d$ to the vacancy at the origin, passing between two cations. The distribution $P$ consists of uniform strains: each normal component is uniform within $\pm2\%$ and each tensor shear component within $\pm1\%$, all independent.

Uniform strain preserves inversion about the hop midpoint. Let inversion exchange ion $i$ with its partner $p(i)$; the hopping oxygen at the midpoint is its own partner. A displacement pattern $u_i$ is carried into $-u_{p(i)}$. Split displacements into symmetric ones, $u_i=-u_{p(i)}$, and antisymmetric ones, $w_i=w_{p(i)}$. Inversion leaves $u$ alone and reverses $w$, so
\[
E(u,w)=E(u,-w)\quad\Longrightarrow\quad
\left.\frac{\partial E}{\partial w}\right|_{w=0}=0 .
\]
Minimizing over symmetric displacements therefore makes the \emph{whole} gradient vanish. This gives the top without a path search. An ordinary minimization gives the well, and
\begin{equation}
B=E(x_{\rm top})-E(x_{\rm well}).
\end{equation}

Symmetry makes the top stationary, but does not prove that it is a saddle. At three strains, including zero, the reference Hessian was tested and had one negative mode at the top and none in the well. In the unstrained cell, descents in both directions along that mode led to the two wells. Its curvature is $-5.2$ eV/\AA$^2$, and the barrier is $2.613$ eV, or $4.186\times10^{-19}$ J.

\section{The general learning step}

\subsection*{A linear potential}

The learned energy is $E=\phi(x)\cdot\theta$ with 34 coefficients in eV. Each of the three pair types has the function
\[
(1-r/r_c)^2\sum_{n=0}^{9}c_nT_n\!\left(\frac{r-2.65}{1.25}\right),
\]
where $T_n$ are Chebyshev polynomials and $r<r_c$. Four more features describe cation surroundings. With $y=(r_c-r)/(r_c-d)$, define $p_i=\frac16\sum_Oy^3$ and $q_i=\frac16\sum_Oy^6$ over oxygens within the cutoff; the features are $\sum_ip_i^2$, $\sum_ip_iq_i$, $\sum_iq_i^2$ and $\sum_ip_i^3$. These symbols are local to this paragraph. The form is flexible but differs from the reference, so some misfit must be expected.

One labelled cell supplies an energy and $3\times63=189$ gradient components. Divide energy rows by $\sigma_E=0.01$ eV and gradient rows by $\sigma_G=0.02$ eV/\AA. The scaled features form a matrix $A$ and the scaled labels a vector $y$. The reference has no random noise; these scales are an assumed allowance for discrepancy, treated as independent between rows.

With prior deviation $s=10$ eV, the negative logarithm of the posterior is, up to a constant,
\[
J(\theta)=\frac{\theta^T\theta}{2s^2}
+\frac12\sum_m|y_m-A_m\theta|^2 .
\]
Its gradient is
\[
\nabla J=\frac{\theta}{s^2}
+\sum_m\left(A_m^TA_m\theta-A_m^Ty_m\right).
\]
Setting this to zero gives the mean, and the constant second derivative gives the precision:
\begin{equation}
\Lambda=\frac{I}{s^2}+\sum_mA_m^TA_m,\qquad
\theta=\Lambda^{-1}\sum_mA_m^Ty_m .
\label{eq:fit}
\end{equation}
The labels do not enter $\Lambda$. Information can thus be computed before paying for them.

\subsection*{Choosing a batch}

A Gaussian with covariance $\Lambda^{-1}$ has entropy $-\frac12\ln\det\Lambda$ plus a constant. Labelling a candidate with matrix $A$ lowers it by
\begin{equation}
g(A|\Lambda)=\tfrac12\left[\ln\det(\Lambda+A^TA)-\ln\det\Lambda\right].
\label{eq:gain}
\end{equation}
To see the connection with predictive variance, put $C=A\Lambda^{-1/2}$. Factoring $\Lambda^{1/2}$ from both sides gives
\[
\det(\Lambda+A^TA)=\det\Lambda\,\det(I+C^TC).
\]
The matrices $C^TC$ and $CC^T$ have the same nonzero eigenvalues, hence
\begin{equation}
g=\tfrac12\ln\det(I+A\Lambda^{-1}A^T).
\label{eq:datagain}
\end{equation}
The matrix $A\Lambda^{-1}A^T$ is the predicted covariance of the scaled energy and gradient; the added $I$ is the assumed error variance of their labels. Large variance raises the gain, while correlation between labels, at fixed individual variances, keeps it below its value for uncorrelated labels. With three or more labels it need not fall steadily as one particular correlation grows.

Adding data increases $\Lambda$ and decreases $\Lambda^{-1}$ in the matrix sense. By \eqref{eq:datagain}, a candidate's gain can then only fall or stay equal. This diminishing return also bounds the greedy choice. Let $G_t$ be the total gain after $t$ picks and $G_*$ that of the best batch of size $b$. Adding the whole best batch to the current picks gives at least $G_*$. Each of its $b$ members adds at most the next greedy gain, so
\begin{align*}
G_*&\le G_t+b(G_{t+1}-G_t),\\
G_*-G_{t+1}&\le(1-1/b)(G_*-G_t).
\end{align*}
The second line follows by dividing the first by $b$ and rearranging. Starting from $G_0=0$ and applying it $b$ times,
\begin{equation}
G_b\ge\left[1-(1-1/b)^b\right]G_*\ge(1-e^{-1})G_* .
\end{equation}
The guarantee concerns information about all coefficients within the given pool. It does not promise the smallest barrier error.

\subsection*{Uncertainty of a relaxed barrier}

Changing $\theta$ changes both the energy function and the relaxed positions. At either stationary point,
\[
\frac{dE}{d\theta}
=\phi(x)+\left(\frac{dx}{d\theta}\right)^{T}\frac{\partial E}{\partial x}
=\phi(x),
\]
because $\partial E/\partial x=0$. Subtracting the well from the top gives, to first order,
\begin{equation}
\delta B=\Delta\phi\cdot\delta\theta,\qquad
\mathrm{var}\,B=\Delta\phi^T\Lambda^{-1}\Delta\phi,
\label{eq:barriervar}
\end{equation}
with $\Delta\phi=\phi(x_{\rm top})-\phi(x_{\rm well})$. This requires the stationary points to move smoothly; it fails where one disappears or changes into another. Being first order, it also needs the coefficient uncertainty to be small. For the accepted potential described below, a coefficient change designed to shift the unstrained barrier by $0.01000$ eV produced $0.01000$ eV after complete re-relaxation, taken as half the difference between the barriers for the change and its reverse.

\section{The complete procedure}

\begin{enumerate}
\item Fix $P$, $\tau$, $p$, $\alpha$ and $K$ before the campaign, and obtain $n$ from \eqref{eq:n}.
\item Fit the labelled cells with \eqref{eq:fit}.
\item Draw fresh conditions from $P$. Relax well and top separately with the reference and the learned potential, and compare barriers. Count an unconverged learned relaxation as a failure.
\item If all $n$ comparisons pass, accept. At the first failure, reject; if this was audit $K$, end without an accepted potential.
\item Otherwise generate unlabelled candidates. Pick the largest gain \eqref{eq:gain}, add its $A^TA$ to $\Lambda$, and repeat until the batch is full. Label the batch and return to step 2.
\end{enumerate}

Here $\tau=0.03$ eV. At 600 K, $k_BT=0.0517$ eV, so with an unchanged rate prefactor an error of this size alters a hop rate by $\exp(0.03/0.0517)=1.79$. The temperature only illustrates the conversion: with a barrier of $2.6$ eV and an attempt frequency of $10^{13}$ s$^{-1}$ this hop would occur about once in $10^{9}$ s at 600 K, and at the higher temperatures where it is active the factor is smaller. The target should come from such a consequence, not from what the fit happens to achieve.

The first training cell is an unstrained vacancy cell with random displacements of deviation $0.05$ \AA\ per component. Each pool has 30 cells and each batch three. A candidate has a strain from $P$ and a hop progress $\lambda$ uniform between 0 (site) and 1 (midpoint). Its gate cations are moved apart by $\pm\lambda\eta(1,-1,0)d$ before straining, with $\eta$ uniform between $0.05$ and $0.15$. Random displacements of deviation $0.06$ \AA\ per component are then added. The pool must contain hop geometries: a selection rule cannot choose what was never proposed.

\section{Reading the result}

The first potential failed on its first audited barrier, with an error of $0.043$ eV and a posterior deviation of $0.62$ eV. One barrier is enough to reject, but it says little about that potential's typical error. The large deviation shows that one cell near the well left the barrier poorly determined within the assumed model, although this particular prediction landed much closer. The value $0.62$ eV is the first-order estimate \eqref{eq:barriervar}. Coefficient changes of that size can move or destroy the stationary points, so it is a warning rather than a measure of the spread of relaxed barriers.

In the first selection, the first pick gained 48.2 nat (the unit belonging to natural logarithms). Adding the same structure again would gain 8.2 nat. A bound explains the drop. If $z_i$ are the eigenvalues of $C^TC$ for the first addition, the repeat gains
\[
\frac12\sum_i\ln\frac{1+2z_i}{1+z_i}<\frac{34}{2}\ln2=11.8 .
\]
A repeat at most halves each variance, whereas a first label can reduce one by orders of magnitude.

The greedy batch gained 70.51 nat, equal to the best of all triples at the printed precision. Taking the three highest individual scores gave 69.27 nat. Updating thus added 1.24 nat, or 1.8\% of the gain from the three highest individual scores. By hand it added $\frac12\ln(50/18.41)=0.50$ nat, or 34\% of the gain from $a$ and $b$. Spread evenly over 34 coefficient directions, the 1.24 nat correspond to a reduction of about $1-e^{-1.24/34}=3.6\%$ in each deviation. A pool with many near-copies could benefit more. No comparison with random selection was made, so these numbers do not show how many labels active selection saves.

The second potential, trained on four cells, passed all 38 barriers. The reference barriers ranged from $2.348$ to $2.791$ eV. The root-mean-square error was $0.0152$ eV, or $0.6\%$ of the mean barrier, and the largest absolute error was $0.0168$ eV. The closeness of these two errors means that most magnitudes were similar. In the unstrained cell the learned barrier is high by $2.6282-2.6127=0.0155$ eV, and the last audited one is high by $0.0151$ eV. A nearly common positive offset is therefore a plausible conjecture. If it holds, \emph{differences} between strained barriers are more accurate than the barriers themselves.

The root-mean-square posterior deviation was $0.0111$ eV, so the root-mean-square error was 1.37 times as large. This ratio alone does not prove the variance wrong: all 38 predictions share one set of coefficients and their errors are correlated. For the same reason, 38 similar errors are not 38 independent measurements of the quality of the error scales. The audit avoids this difficulty, since it needs independent strains for a fixed potential, not independent coefficient errors.

Twenty further strains gave no failure, with a largest error again of $0.0168$ eV. That supports the verdict but is weak evidence by itself: a potential with $q=0.10$ would show no failure in 20 draws with probability $0.9^{20}=0.12$.

The opening cost can now be read. The two audits tested $1+38=39$ barriers, each needing two reference relaxations. The 971 calls amount to about 25 per barrier. Training was cheap because each call supplied 190 numbers (187 after the three force sum rules) for only 34 coefficients; auditing was expensive because each barrier gives one verdict and requires relaxed geometries. These counts belong to one campaign; another random pool can leave a four-cell potential outside the target and add audits. In this campaign 38 of the 39 barriers are the minimum for a pass, so better selection could hardly reduce the total. A looser $p$, fewer permitted audits or cheaper reference relaxations could, the first two at a stated change in what is guaranteed or allowed.

The acceptance covers this hop, this reference and this strain distribution. Another vacancy charge, a surface, a dopant or a different migration path changes the population and needs its own audit. With an electronic-structure reference, agreement would still leave that method's own error untouched. The numerical output collects the summary values; it does not list every audited barrier.

\section*{Computed results}
\begin{verbatim}
audit 1: 1 training cells, 1 barriers tested, last error 0.04344 eV, posterior sd 0.617 eV, rejected
audit 2: 4 training cells, 38 barriers tested, last error 0.0151 eV, posterior sd 0.0109 eV, accepted
ions in cell: 63; basis functions: 34
spacing: 2.10 angstrom; cutoff: 3.90 angstrom
barrier error target: 0.030 eV
allowed failure fraction: 0.10; campaign risk: 0.10
maximum audits: 5; barriers for a pass: 38
single-look audit size: 22 barriers
simulated false-stop rate, corrected audit: 0.0877
simulated false-stop rate, single-look size: 0.4040
first pick gain: 48.21 nat; repeated: 8.20 nat
first batch gain, greedy: 70.507 nat
first batch gain, top individual scores: 69.270 nat
first batch gain, exhaustive best: 70.507 nat
unstrained reference barrier: 2.6127 eV
unstrained reference barrier: 4.1860e-19 J
unstrained learned barrier: 2.6282 eV
reference saddle negative curvature: -5.245 eV/angstrom^2
barrier response to coefficient change: 0.01000 eV
linear prediction of that response: 0.01000 eV
accepted audit barrier range: 2.3481 to 2.7911 eV
accepted audit mean barrier: 2.6056 eV
accepted audit rms error: 0.01522 eV
accepted audit largest absolute error: 0.01677 eV
accepted audit rms posterior sd: 0.01110 eV
rms error / rms posterior sd: 1.37
extra unseen barriers: 20; failures: 0
extra largest absolute error: 0.01678 eV
training reference calls: 4
audit reference calls: 971
audit share of reference calls: 99.59 percent
thermal energy at 600 K: 0.05170 eV
rate factor for target error at 600 K: 1.786
\end{verbatim}
